# Diffusion-limited growth of a planar reaction product layer: a program that tests the result

```python
"""
Diffusion-limited growth of a planar product layer.

Result under test:
    thickness = 2*lam*sqrt(D*t),
    sqrt(pi)*lam*exp(lam**2)*erf(lam) = (c_outer-c_inner)/jump,
    jump = c_inner - c_substrate*metal_product/metal_substrate.
For a small ratio, thickness**2 is close to 2*D*t*(c_outer-c_inner)/jump.

c_outer, c_inner: total oxidant concentration at the two product faces
c_substrate: oxidant concentration in the substrate
metal_product, metal_substrate: metal atoms per volume in each phase
D: diffusion coefficient in the product; t: time from zero thickness
Units: nm, s, atoms/nm^3.

The independent calculation follows oxidant atoms through cells that hold
fixed numbers of metal atoms. A cell becomes product when it has received
enough oxidant. No equation for the interface speed enters it.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import erf


def growth_parameter(ratio):
    def mismatch(lam):
        return np.sqrt(np.pi) * lam * np.exp(lam**2) * erf(lam) - ratio
    return brentq(mismatch, 1e-10, 3.0, xtol=1e-14)


def count_atoms(c_outer, c_inner, c_substrate, metal_product,
                metal_substrate, D, times, cell_count):
    """Return front, uptake per area and excess profile at each time."""
    cell = 1.0  # thickness of a cell after conversion, nm
    dt = 0.3 * cell**2 / D
    old_length = cell * metal_product / metal_substrate
    initial = c_substrate * old_length
    threshold = c_inner * cell
    atoms = np.full(cell_count, initial)
    flux = np.zeros(cell_count + 1)
    results = []
    step_now = 0
    for time in times:
        step_end = round(time / dt)
        for _ in range(step_now, step_end):
            excess = np.maximum(atoms / cell - c_inner, 0.0)
            flux[0] = 2 * D * (c_outer - c_inner - excess[0]) / cell
            flux[1:-1] = D * (excess[:-1] - excess[1:]) / cell
            atoms += dt * (flux[:-1] - flux[1:])
        step_now = step_end
        fraction = np.clip((atoms - initial) / (threshold - initial), 0, 1)
        front = cell * fraction.sum()
        assert front < cell * (cell_count - 2)
        excess = np.maximum(atoms / cell - c_inner, 0.0)
        results.append((front, np.sum(atoms - initial), excess))
    return results


# Worked example with round model parameters
metal_product, metal_substrate = 30.0, 50.0
r_outer, r_inner, r_substrate = 2.0, 1.9, 0.5
D = 10.0
times = np.array([900.0, 3600.0])
c_outer = metal_product * r_outer
c_inner = metal_product * r_inner
c_substrate = metal_substrate * r_substrate
difference = c_outer - c_inner
jump = c_inner - c_substrate * metal_product / metal_substrate
ratio = difference / jump
lam = growth_parameter(ratio)
thickness = 2 * lam * np.sqrt(D * times)
quasi = np.sqrt(2 * D * ratio * times)
uptake = 2 * difference * np.sqrt(D * times / np.pi) / erf(lam)

counted = count_atoms(c_outer, c_inner, c_substrate, metal_product,
                      metal_substrate, D, times, 120)
counted_front = np.array([item[0] for item in counted])
counted_uptake = np.array([item[1] for item in counted])

# The counted front is resolved to about half of a 1 nm cell.
assert np.all(np.abs(counted_front - thickness) < 0.5)
assert np.all(np.abs(counted_uptake / uptake - 1) < 0.015)
exponent = np.log(counted_front[1] / counted_front[0]) / np.log(4.0)
assert abs(exponent - 0.5) < 0.02

# Two tempting but incorrect jumps must disagree with the atom count.
wrong_volume = c_inner - c_substrate
wrong_solute = c_inner
wrong_thickness = []
for wrong_jump in (wrong_volume, wrong_solute):
    wrong_lam = growth_parameter(difference / wrong_jump)
    value = 2 * wrong_lam * np.sqrt(D * times[1])
    wrong_thickness.append(value)
    assert abs(value - counted_front[1]) > 5.0

# A larger driving ratio separates exact and quasi-steady growth.
large_inner = 45.0
large_time = 1800.0
large_difference = c_outer - large_inner
large_jump = large_inner - c_substrate * metal_product / metal_substrate
large_ratio = large_difference / large_jump
large_lam = growth_parameter(large_ratio)
large_exact = 2 * large_lam * np.sqrt(D * large_time)
large_quasi = np.sqrt(2 * D * large_ratio * large_time)
large_front, _, large_excess = count_atoms(
    c_outer, large_inner, c_substrate, metal_product, metal_substrate,
    D, [large_time], 170)[0]
assert abs(large_front - large_exact) < 0.5
assert abs(large_front - large_quasi) > 5.0

# Compare the counted profile with the curved and the straight profile.
centres = np.arange(len(large_excess)) + 0.5
inside = centres < large_exact - 1.0
x = centres[inside]
profile = large_excess[inside] / large_difference
curved = 1 - erf(x / (2 * np.sqrt(D * large_time))) / erf(large_lam)
straight = 1 - x / large_exact
curved_error = np.max(np.abs(profile - curved))
straight_error = np.max(np.abs(profile - straight))
assert curved_error < 0.01
assert straight_error > 0.02

# Leading correction, obtained from the numerical root at a small ratio.
small_ratio = 1e-3
small_lam = growth_parameter(small_ratio)
correction = (1 - 2 * small_lam**2 / small_ratio) / small_ratio
assert abs(correction - 1 / 3) < 1e-3

speed = thickness[1] / (2 * times[1])
inner_flux = jump * speed
outer_flux = difference * np.sqrt(D / (np.pi * times[1])) / erf(lam)
# The outer flux must also be the time derivative of the counted uptake,
# which for square-root growth is uptake/(2*t).
assert abs(counted_uptake[1] / (2 * times[1]) / outer_flux - 1) < 0.015
consumed = thickness[1] * metal_product / metal_substrate
bohr_nm = physical_constants["Bohr radius"][0] * 1e9

print("WORKED EXAMPLE")
print(f"metal density, product: {metal_product:.1f} nm^-3")
print(f"metal density, substrate: {metal_substrate:.1f} nm^-3")
print(f"oxidant/metal, outer face: {r_outer:.2f}")
print(f"oxidant/metal, inner face: {r_inner:.2f}")
print(f"oxidant/metal, substrate: {r_substrate:.2f}")
print(f"diffusion coefficient: {D:.1f} nm^2/s")
print(f"c_outer: {c_outer:.1f} nm^-3")
print(f"c_inner: {c_inner:.1f} nm^-3")
print(f"c_substrate: {c_substrate:.1f} nm^-3")
print(f"driving difference: {difference:.2f} nm^-3")
print(f"required jump: {jump:.2f} nm^-3")
print(f"driving difference/jump: {ratio:.5f}")
print(f"lambda: {lam:.5f}")
print(f"exact X^2/t: {4 * D * lam**2:.4f} nm^2/s")
print(f"quasi-steady X^2/t: {2 * D * ratio:.4f} nm^2/s")
for i, time in enumerate(times):
    print(f"time: {time:.0f} s")
    print(f"  exact thickness: {thickness[i]:.2f} nm")
    print(f"  quasi-steady thickness: {quasi[i]:.2f} nm")
    print(f"  atom-count thickness: {counted_front[i]:.2f} nm")
    print(f"  exact uptake: {uptake[i]:.1f} atoms/nm^2")
    print(f"  atom-count uptake: {counted_uptake[i]:.1f} atoms/nm^2")
print(f"growth exponent from atom count: {exponent:.4f}")
print(f"exact thickness at 3600 s: {thickness[1] / bohr_nm:.1f} bohr")
print(f"quasi-steady excess: {100 * (quasi[1] / thickness[1] - 1):.2f} %")
print(f"estimate ratio/6: {100 * ratio / 6:.2f} %")
print(f"substrate consumed at 3600 s: {consumed:.2f} nm")
print(f"growth speed at 3600 s: {speed:.6f} nm/s")
print(f"inner flux at 3600 s: {inner_flux:.5f} atoms/(nm^2 s)")
print(f"outer flux at 3600 s: {outer_flux:.5f} atoms/(nm^2 s)")
print(f"wrong jump c_inner-c_substrate: {wrong_volume:.2f} nm^-3")
print(f"  its thickness at 3600 s: {wrong_thickness[0]:.2f} nm")
print(f"wrong jump c_inner alone: {wrong_solute:.2f} nm^-3")
print(f"  its thickness at 3600 s: {wrong_thickness[1]:.2f} nm")
print("LARGER DRIVING RATIO")
print(f"c_inner: {large_inner:.1f} nm^-3; time: {large_time:.0f} s")
print(f"ratio: {large_ratio:.3f}; lambda: {large_lam:.5f}")
print(f"exact thickness: {large_exact:.2f} nm")
print(f"quasi-steady thickness: {large_quasi:.2f} nm")
print(f"atom-count thickness: {large_front:.2f} nm")
print(f"largest error of curved profile/difference: {curved_error:.4f}")
print(f"largest error of straight profile/difference: {straight_error:.4f}")
print(f"small-ratio correction coefficient: {correction:.5f}")
print("every check passed")
```

It prints:

```
WORKED EXAMPLE
metal density, product: 30.0 nm^-3
metal density, substrate: 50.0 nm^-3
oxidant/metal, outer face: 2.00
oxidant/metal, inner face: 1.90
oxidant/metal, substrate: 0.50
diffusion coefficient: 10.0 nm^2/s
c_outer: 60.0 nm^-3
c_inner: 57.0 nm^-3
c_substrate: 25.0 nm^-3
driving difference: 3.00 nm^-3
required jump: 42.00 nm^-3
driving difference/jump: 0.07143
lambda: 0.18679
exact X^2/t: 1.3956 nm^2/s
quasi-steady X^2/t: 1.4286 nm^2/s
time: 900 s
  exact thickness: 35.44 nm
  quasi-steady thickness: 35.86 nm
  atom-count thickness: 35.44 nm
  exact uptake: 1541.4 atoms/nm^2
  atom-count uptake: 1541.3 atoms/nm^2
time: 3600 s
  exact thickness: 70.88 nm
  quasi-steady thickness: 71.71 nm
  atom-count thickness: 70.89 nm
  exact uptake: 3082.8 atoms/nm^2
  atom-count uptake: 3082.7 atoms/nm^2
growth exponent from atom count: 0.5002
exact thickness at 3600 s: 1339.5 bohr
quasi-steady excess: 1.17 %
estimate ratio/6: 1.19 %
substrate consumed at 3600 s: 42.53 nm
growth speed at 3600 s: 0.009845 nm/s
inner flux at 3600 s: 0.41348 atoms/(nm^2 s)
outer flux at 3600 s: 0.42816 atoms/(nm^2 s)
wrong jump c_inner-c_substrate: 32.00 nm^-3
  its thickness at 3600 s: 80.92 nm
wrong jump c_inner alone: 57.00 nm^-3
  its thickness at 3600 s: 61.03 nm
LARGER DRIVING RATIO
c_inner: 45.0 nm^-3; time: 1800 s
ratio: 0.500; lambda: 0.46479
exact thickness: 124.72 nm
quasi-steady thickness: 134.16 nm
atom-count thickness: 124.72 nm
largest error of curved profile/difference: 0.0013
largest error of straight profile/difference: 0.0273
small-ratio correction coefficient: 0.33318
every check passed
```
